Potential alignment and double counting of image corrections in charged-defect supercells

**Question**

I compute the formation energy of a charged point defect in cubic supercells as follows. I take the total-energy difference between the defect cell in charge state q and the bulk cell, add q times the bulk valence-band maximum plus Fermi level, read off the difference ΔV between the electron's electrostatic potential energy in the charged cell and in the bulk cell far from the defect, and add qΔV. Then I add the Madelung term αq²/(2εL) for the interaction with the images. My reasoning is that the two fix different things, one the zero of the potential and the other the image interaction. But ΔV is not flat far from the defect, the result depends on where I read it, and it still drifts with cell size. Am I counting something twice? If so, what, how much, and what should be aligned instead?

**Answer**

Yes, in part. The far potential of a charged cell contains the long-range potential of the defect charge, its images and the compensating background, which at a fixed fractional position scales as 1/L. Multiplied by q, it gives an energy of order q²/(εL), and the Madelung term already removes that whole order. The quantity to align on is what remains after the periodic potential of a model charge has been subtracted. All this can be shown exactly in an electrostatic model.

*Model and conventions.* The algebra is in atomic units. φ is the electrostatic potential, an electron's potential energy is V = −φ, and your term +qΔV is −qφ_raw, with φ_raw the potential of the defect cell minus that of the bulk cell at the sampling point. All charges are screened by one isotropic constant ε. The charge density of the defect cell minus that of the bulk, ρ(r), is rigid (independent of cell size), spherical, zero beyond a radius R, and has

q = ∫ρ d³r,  Q = ∫ρ r² d³r.

I require 2R < d, where d is the shortest lattice vector of the supercell, whose volume is Ω. Periodic potentials have zero cell average, which is the same as dropping G = 0. This includes a uniform background −q/Ω and also fixes the additive constant of the potential, which the background alone leaves free. The bulk cell follows the same convention, and this fixes the zero of the band edge in the formation energy. The chemical-potential and Fermi-level terms do not depend on cell size, so the task is to recover E_iso, the large-cell limit of ΔE = E(defect cell) − E(bulk cell).

*The periodic point potential.* For unit charges on the lattice points T with background, Poisson's equation is

−ε∇²φ_pt = 4π[Σ_T δ(r − T) − 1/Ω].

The bracket has Fourier coefficient 1/Ω for G ≠ 0 and 0 for G = 0, and −∇² becomes G², so

φ_pt(r) = (4π/εΩ) Σ_{G≠0} e^{iG·r}/G².

In a cube G = 2πn/L and Ω = L³, which gives

φ_pt = (1/πεL) Σ_{n≠0} e^{2πi n·r/L}/n².

At a fixed fractional position r/L the sum is a pure number, so φ_pt scales as 1/L. I write φ_pt = −c/(εL) at the sampling point. Away from lattice points ∇²φ_pt = 4π/(εΩ). Removing the charge at the origin defines

ψ(r) = φ_pt(r) − 1/(εr).

Since ∇²(1/r) = −4πδ(r), ψ obeys ∇²ψ = 4π/(εΩ) everywhere in |r| < d, origin included. It is the potential of images and background, and in a cube ψ(0) = −α/(εL) defines the Madelung constant. For any lattice let

E_M = −q²ψ(0)/2,

which is αq²/(2εL) in a cube.

To evaluate φ_pt, split 1/r = erfc(ηr)/r + erf(ηr)/r. The second piece is the potential of a Gaussian with transform exp(−G²/4η²) and is summed over G ≠ 0. The first is summed in real space and has cell average (4π/Ω)∫r erfc(ηr) dr = π/(η²Ω), because the integral is 1/(4η²); this average is subtracted to keep zero mean:

εφ_pt = Σ_T erfc(η|r−T|)/|r−T| + (4π/Ω) Σ_{G≠0} exp(−G²/4η²) cos(G·r)/G² − π/(η²Ω).

For ψ(0), the T = 0 term minus 1/r is −erf(ηr)/r, which tends to −2η/√π. This Ewald form gives α = 2.837297, and c = 0.095932 at the edge midpoint (½,0,0), 0.582522 at the face centre (½,½,0) and 0.801936 at the body centre (½,½,½). One combination of these four numbers has a check free of any background. In a rock-salt crystal of cube edge L the eight sublattice backgrounds cancel, and the potential at a positive site times L is −α + 3c_edge − 3c_face + c_body; a direct Evjen sum gives −3.495129, and the program asserts the agreement. The weights on ψ(0) and the three values of φ_pt sum to zero, so this check is blind to a common constant; that constant is tested by the planar average −π/6 derived below, while the independence of η tests the form of the term −π/(η²Ω).

*A lemma on spherical means.* Let ∇²f = C, a constant, in a ball about r₀, and let M(s) be the mean of f over the sphere of radius s. Differentiating the mean gives the mean outward derivative, and the divergence theorem turns it into a volume integral:

dM/ds = (1/4πs²) ∮ ∂f/∂n dS = (1/4πs²)(4πs³/3) C = Cs/3.

Hence M(s) = f(r₀) + Cs²/6. A spherical ρ is a sum of shells, so with C = 4π/(εΩ)

∫ρ(r′) f(r₀ − r′) d³r′ = q f(r₀) + κQ,  κ = 2π/(3εΩ),   (1)

provided the ball of radius R about r₀ lies where ∇²f = C.

*The cell energy.* The energy per cell is half the integral of charge times potential. The background contributes nothing, being uniform and multiplying a potential of zero mean. With the neutral host charge n_b, the energy is quadratic in n_b + ρ with the symmetric kernel φ_pt, so the two cross terms are equal and

ΔE = ∫ρφ_b d³r + ½∬ρ(r)ρ(r′)φ_pt(r − r′) d³r d³r′.

The host potential φ_b has the period of the primitive cell, and zero mean over a commensurate supercell is zero mean over the primitive cell. So φ_b is one function for all supercells, and E_host = ∫ρφ_b does not depend on L. In the second term |r − r′| ≤ 2R < d, so φ_pt = 1/(ε|r−r′|) + ψ. The first part gives the self-energy E_self of the isolated charge. For the ψ part, apply (1) to the r′ integral, which is allowed because the ball of radius R about r lies within |x| ≤ 2R:

∫ρ(r′)ψ(r − r′) d³r′ = qψ(r) + κQ.

Multiply by ρ(r) and integrate. Applying (1) again about the origin (ψ is even) gives ∫ρψ = qψ(0) + κQ, so the double integral is

q[qψ(0) + κQ] + qκQ = q²ψ(0) + 2κqQ.

Half of it is −E_M + κqQ. Both terms vanish as the cell grows uniformly in all directions, so E_iso = E_self + E_host, and

ΔE = E_iso − E_M + κqQ.   (2)

These are the two Makov–Payne terms, exact in this model. In a cube the only 1/L term is −E_M. Once E_M is added, the remaining error is κqQ ∝ 1/Ω, and that is all an alignment has to supply.

*The far potential.* By linearity φ_b cancels in the difference, and φ_raw(r) = ∫ρ(r′)φ_pt(r − r′) d³r′. If r is farther than R from every lattice point, (1) applies with f = φ_pt:

φ_raw(r) = qφ_pt(r) + κQ.   (3)

The first term varies in space and scales as 1/L. The second is a constant, Δφ = κQ. It arises from the zero-mean condition. Spreading a point charge δq into a shell of radius s changes the potential by δq(1/s − 1/r)/ε for r < s and not at all outside; the volume integral of this change is 4πδq(s²/3 − s²/2)/ε = −2πδq s²/(3ε). Summed over shells and divided by Ω this is −κQ, so restoring zero mean shifts the whole potential by +κQ, with the sign of Q. Since q times this constant is the last term of (2), eliminating κQ between (2) and (3) gives

E_iso = ΔE + E_M − q(φ_raw − qφ_pt).   (4)

Your recipe omits the subtraction, and its error relative to E_iso is

(ΔE + E_M − qφ_raw) − E_iso = −q²φ_pt(r) = cq²/(εL).   (5)

*In what sense this is double counting.* E_M and the surplus (5) both come from the function φ_pt. E_M = −q²ψ(0)/2 uses its regular part at the defect, with the ½ of a self-interaction. The surplus −q²φ_pt(r) uses its full value at the sampling point, without the ½. Their ratio in a cube is 2c/α: 0.0676 at the edge midpoint, 0.4106 at the face centre, 0.5653 at the body centre. At these three points the double count is a fraction of E_M; its size is set by where you look, and elsewhere it can exceed E_M in magnitude. It goes as q², so its sign does not depend on the sign of q, and at these points it has the sign of E_M and overcorrects. That sign is not universal. φ_pt has zero mean and is positive around the charge; in a cube c stays negative out to r ≈ 0.39 L along [111] and [110] and 0.43 L along [100], and in an elongated cell it can be negative even on the cell boundary.

It is also not only the image part that must go. Equation (4) subtracts qφ_pt = q/(εr) + qψ, the direct tail together with images and background; at fixed fractional position both pieces scale as 1/L. Subtracting qψ alone leaves q/(εr) in the aligned potential, and the energy error is −q²/(εr).

*Planar averages.* Averaging over x and y in a cell of cross-section A and length L_z turns the point charge into a sheet of density q/A. The average φ̄ obeys φ̄″ = 4πq/(εAL_z) for 0 < z < L_z, and its slope jumps by −4πq/(εA) at the sheet. The solution symmetric about L_z/2 is

φ̄(z) = (4πq/εA)[z²/(2L_z) − z/2 + b].

The bracket has slope −½ at z = 0⁺ and +½ at z = L_z⁻, so the jump is −1 as required. Zero mean demands L_z/6 − L_z/4 + b = 0, so b = L_z/12. At midplane the bracket is L_z(1/8 − 1/4 + 1/12) = −L_z/24, and

φ̄(L_z/2) = −πqL_z/(6εA).

In a cube this means c = π/6 = 0.523599 and 2c/α = 0.3691. If L_z/2 > R, every point of the midplane satisfies (3), so the average does too. In a planar average the curvature far from the defect is this parabola; a charged cell has no plateau until the model is subtracted. The 1/L law holds only for uniform scaling: at fixed A the midplane surplus πq²L_z/(6εA) grows in proportion to L_z.

*A smooth model charge.* Let the model be a Gaussian with transform q exp(−G²σ²/2), for which Q_m = 3qσ² (σ² per Cartesian direction) and

E_iso^m = ½ ∫ d³G/(2π)³ · 4πq² exp(−G²σ²)/(εG²) = (q²/πε) ∫₀^∞ exp(−G²σ²) dG = q²/(2√π σε).

When its tails are negligible at the sampling point and at the images, (2) and (3) apply to the model itself, with periodic energy E_per^m and potential φ_m:

E_lat = E_iso^m − E_per^m = E_M − κqQ_m,  Δφ_m = φ_raw − φ_m = κ(Q − Q_m).

Then E_lat − qΔφ_m = E_M − κqQ, and Q_m drops out. This is the Freysoldt–Neugebauer–Van de Walle scheme. The lattice term and the alignment must use the same model, since each alone depends on σ.

*Aligning on the neutral defect.* Write ρ = ρ_n + ρ_q, a neutral rearrangement plus the added charge, with Q = Q_n + Q_q. Equation (3) with q = 0 says the neutral cell has a flat far potential κQ_n, so aligning it to bulk is legitimate. Using it with E_M in (2) leaves κqQ − κqQ_n = κqQ_q. There is no 1/L error, and a 1/Ω term is missed. The coefficient Q_q assumes ρ_n is the same in both charge states; if the neutral cell has a different moment Q_n′, the missed term is κq(Q − Q_n′), still of order 1/Ω.

*Worked example.* The parameters are round model values. The host is simple cubic with a = 4 Å and ε = 10, and each atom is a charge +4 within 1.2 Å plus a charge −4 within 2 Å, both with profile (1 − r²/R²)⁴. The defect removes one atom and adds q = +2 with the same profile and R = 3 Å. Cell energies and potentials come from reciprocal-space sums with the host present, E_iso from real-space quadrature, and α and the point values of c from Ewald sums. Numbers follow from the atomic-unit formulas on multiplying by 14.39965 eV Å. The digits display the identities and describe no material.

For the moments, put x = r/R. The derivative of x³(1−x²)⁵ is 3x²(1−x²)⁵ − 10x⁴(1−x²)⁴ = 3x²(1−x²)⁴ − 13x⁴(1−x²)⁴, and its integral over 0 to 1 vanishes, so ⟨r²⟩ = 3R²/13. Removing the atom adds −4 within 1.2 Å and +4 within 2 Å:

Q_q = 2 × (3/13) × 3² = 4.15385 e Å²,
Q_n = 4 × (3/13) × (2² − 1.2²) = 2.36308 e Å²,
Q = 6.5169 e Å².

The target is E_iso = 3.9955 − 5.3097 = −1.3142 eV. For L = 12 Å (Ω = 1728 Å³) the cell gives ΔE = −1.9724 eV, which is 0.6582 eV below E_iso. The two terms of (2) are

E_M = 2.837297 × 2² × 14.39965/(2 × 10 × 12) = 0.6809 eV (0.02502 hartree),
Δφ = 2π × 14.39965 × 6.5169/(3 × 10 × 1728) = 0.011374 V,  qΔφ = 0.0227 eV,

and −0.6809 + 0.0227 = −0.6582 eV. The potentials in V, and the error of your recipe relative to E_iso in eV, are:

point, φ_raw, qφ_pt, difference, error
midplane average, −0.114287, −0.125661, 0.011374, 0.2513
edge midpoint, −0.011649, −0.023023, 0.011374, 0.0460
face centre, −0.128428, −0.139802, 0.011374, 0.2796
body centre, −0.181086, −0.192460, 0.011374, 0.3849
(0.45, 0.3, 0.2), −0.113832, −0.125205, 0.011374, 0.2504

The raw values run from −0.012 to −0.181 V and are negative, while the true plateau is positive and the same everywhere. Equation (4) gives

−1.9724 + 0.6809 − 0.0227 = −1.3142 eV

at all five places. Your recipe with the midplane value gives

−1.9724 + 0.6809 + 2 × 0.1143 = −1.0629 eV,

too high by 0.2513 eV (0.00924 hartree), as (5) predicts: 0.523599 × 2² × 14.39965/(10 × 12) = 0.2513 eV. At the body centre the surplus is 0.3849 eV (0.01415 hartree). In this cell the Madelung term with no alignment at all errs by only +0.0227 eV, so the raw alignment made matters worse at each of these points. Raw midplane alignment without E_M is no substitute either, since it leaves −0.6809 + 0.2513 = −0.4296 eV.

For L = 8, 12, 16 and 20 Å the midplane error is 0.3770, 0.2513, 0.1885 and 0.1508 eV, and error × L is 3.01585 eV Å each time. The true alignment energy qΔφ falls as 1/L³: 0.0768, 0.0227, 0.0096 and 0.0049 eV. With the sampling place at a fixed fractional position, your recipe thus reaches the right limit with an error cq²/(εL), which is the drift you describe. It vanishes only where c = 0, for example in the planar average at the root of the parabola, z = (1 − 1/√3)L/2 = 0.2113 L, provided this exceeds R. If the potential is instead read at a point at fixed distance r from the defect, ψ vanishes as the cell grows, (5) tends to −q²/(εr), and the limit itself is wrong. That (2) holds in all four cells against one E_iso also tests the size independence of E_host. For q = −1 at L = 12 Å the midplane error is +0.0628 eV beside E_M = 0.1702 eV, the same sign and a quarter of the q = +2 values.

The Gaussian models give E_lat − qΔφ_m = 0.673395 − 2 × 0.007604 = 0.658187 eV for σ = 0.6 Å and 0.659991 − 2 × 0.000902 = 0.658187 eV for σ = 1.0 Å, so both return −1.3142 eV.

At the body centre, r = 10.3923 Å, the model potential −0.1925 V is a direct tail of +0.2771 V plus an image-and-background part of −0.4696 V. Subtracting only the latter gives an error of −2 × 0.2771 = −0.5542 eV, opposite in sign to the 0.3849 eV of subtracting nothing and larger in size. Alignment on the neutral defect uses 0.004124 V and leaves 2π × 14.39965 × 2 × 4.15385/(3 × 10 × 1728) = 0.0145 eV.

In an 8 × 8 × 20 Å cell, with the midplane across the long axis, the surplus is π × 2² × 14.39965 × 20/(6 × 10 × 8²) = 0.9425 eV against E_M = 0.4616 eV, a ratio of 2.04. The surplus is therefore no fixed fraction of E_M. Equation (4) still gives −1.3142 eV, because (2) and (3) never used cubic symmetry. The program that asserts these identities follows, with its output.

*Where the exact statement stops.* The remarks here go beyond what the program tests. Equation (1) needs a spherical ρ. For q ≠ 0 the dipole can be removed by centring the model on the centre of charge, but a traceless quadrupole leaves a potential of order 1/L³ at distances of order L, the same order as κQ, so point values of the remainder vary in space. A planar average hides this: convolving the parabola with the charge profile along z gives a remainder that is exactly flat at 2πQ_zz/(εΩ), with Q_zz = ∫ρz² d³r. This equals κQ only if Q_zz = Q/3; the mean over the three axes recovers κQ, and in a cube aligning on that mean leaves no 1/Ω error, while on a lattice without cubic symmetry the quadrupole can also change the energy at order 1/Ω, through the traceless part of ∂ᵢ∂ⱼψ(0). That part vanishes by symmetry for sc, fcc and bcc lattices, and in a tetragonal cell with axis z it couples to Q_zz − Q/3 but not to an xy or x² − y² quadrupole. If ρ has a tail reaching the sampling region, the ball condition in (3) fails and the difference is not flat; if the charge delocalizes over the cell, the picture of a localized charge in a background fails altogether. If ρ changes with cell size, (2) no longer refers to a single E_self. An anisotropic dielectric replaces ε∇² by a tensor operator, and φ_pt and E_M must both be computed with that tensor. This removes the 1/L terms only: in coordinates rescaled to make the operator isotropic a spherical ρ becomes an ellipsoid with a quadrupole, so (1) fails and the remainder depends on where it is read. A wrong ε in the model leaves a residue of qφ_pt, proportional to the difference of the two values of 1/ε, which shows as curvature in φ_raw − φ_m. Since E_M is then wrong as well, (4) evaluated with ε′ in a cube errs at order 1/L, by q²(1/ε′ − 1/ε)(α/2 − c)/L. In a real crystal the screening is atomistic, and ε describes it only at distances of several bond lengths, so (4) is then an approximation at order 1/Ω, the order of the alignment energy itself. For example, if 1/ε(G) = 1/ε + βG² at small G, dropping G = 0 shifts the far potential by −4πβq/Ω and the energy by −2πβq²/Ω. The remainder is still flat beyond the range of the short-range part of the screened interaction, yet (4) read there errs by +2πβq²/Ω, while E_M alone errs by κqQ − 2πβq²/Ω, which can be the smaller. The 1/L part of the argument is sturdier, since it needs only that the long-range field is that of a charge q screened by ε. In practice, subtract the periodic model potential, check that the remainder is flat away from the defect and the same along different directions, and align on that remainder, using the same model for the lattice energy. Flatness is necessary for (4) to hold at every far point but does not prove it, so the 1/Ω term should be confirmed on more than one cell size.

Table of computed values

```
e^2/(4 pi eps0) = 14.39965 eV A; hartree = 27.21139 eV
host: a = 4.0 A, eps = 10.0, Z = 4.0 e, R_core = 1.2 A, R_val = 2.0 A
defect: q = 2.0 e, R_q = 3.0 A; G cutoff = 30.0 1/A
alpha = 2.837297; Evjen rock-salt site potential x L = -3.495129
c[plane] = 0.523599; 2c/alpha = 0.3691
c[edge] = 0.095932; 2c/alpha = 0.0676
c[face] = 0.582522; 2c/alpha = 0.4106
c[body] = 0.801936; 2c/alpha = 0.5653
c[generic] = 0.521702; 2c/alpha = 0.3677
Q_q = 4.15385, Q_neutral = 2.36308, Q = 6.51692 e A^2
E_self = 3.995499 eV; E_host = -5.309703 eV; E_iso = -1.314204 eV
main cell: L = 12.0 A, Omega = 1728.0 A^3
dE = -1.972391 eV; dE - E_iso = -0.658187 eV
E_M = 0.680935 eV = 0.025024 hartree
plateau = 0.011374 V; q*plateau = 0.022748 eV
plane: raw -0.114287, model -0.125661, diff 0.011374 V
edge: raw -0.011649, model -0.023023, diff 0.011374 V
face: raw -0.128428, model -0.139802, diff 0.011374 V
body: raw -0.181086, model -0.192460, diff 0.011374 V
generic: raw -0.113832, model -0.125205, diff 0.011374 V
plane: corrected -1.314204, naive -1.062883, naive error 0.251321 eV
edge: corrected -1.314204, naive -1.268158, naive error 0.046046 eV
face: corrected -1.314204, naive -1.034601, naive error 0.279603 eV
body: corrected -1.314204, naive -0.929284, naive error 0.384920 eV
generic: corrected -1.314204, naive -1.063793, naive error 0.250411 eV
naive error plane = 0.009236 hartree; body = 0.014146 hartree
L = 8 A: dE-E_iso -0.94463, E_M 1.02140, q*plateau 0.07677 eV
L = 8 A: naive error plane 0.37698, body 0.57738 eV; plane error x L 3.01585 eV A
L = 12 A: dE-E_iso -0.65819, E_M 0.68093, q*plateau 0.02275 eV
L = 12 A: naive error plane 0.25132, body 0.38492 eV; plane error x L 3.01585 eV A
L = 16 A: dE-E_iso -0.50110, E_M 0.51070, q*plateau 0.00960 eV
L = 16 A: naive error plane 0.18849, body 0.28869 eV; plane error x L 3.01585 eV A
L = 20 A: dE-E_iso -0.40365, E_M 0.40856, q*plateau 0.00491 eV
L = 20 A: naive error plane 0.15079, body 0.23095 eV; plane error x L 3.01585 eV A
Gaussian sigma 0.6 A: lattice 0.673395 eV, dphi 0.007604 V, total -1.314204 eV
Gaussian sigma 1.0 A: lattice 0.659991 eV, dphi 0.000902 V, total -1.314204 eV
body point: r = 10.3923 A, direct tail 0.277121 V, image part -0.469581 V
error when only the image part is subtracted = -0.554243 eV
neutral-defect alignment: phi = 0.004124 V, error = 0.014499 eV
q = -1, L = 12.0 A: E_M 0.170234 eV, naive error plane 0.062830 eV
8x8x20 A cell: E_M 0.461606 eV, naive error plane 0.942455 eV
8x8x20 A cell: corrected -1.314204 eV, error/E_M 2.0417
```
